# Logarithmic equilibrium thickness of a wetting layer beneath strained islands

## Definitions and conventions

A crystalline film lies coherently on a thick substrate: its lattice planes continue those of the substrate, so the film carries an equal biaxial misfit strain $\varepsilon$ in both in-plane directions. The flat part of the film, of thickness $h$, is the wetting layer. Islands of the same material stand on it.

Energies of flat films are per unit area. Chemical potentials are per unit volume of film material; multiplication by the atomic volume gives the potential per atom, and this common factor cancels in every equality below. With lengths in nm and surface energies in J/m², energy densities come out in GPa, because $1\ \mathrm{GPa}=1\ \mathrm{J/m^2}$ per nm.

The surface energy relaxes with thickness as

$$\gamma(h)=\gamma_f+q(h),\qquad q(h)=\Delta\,e^{-h/\delta},\qquad \Delta>0,\ \delta>0. \tag{1}$$

Here $\gamma_f$ belongs to a thick film and $\delta$ is the decay length. A constant interface energy is left out, since it is the same in all states compared; $\gamma_f+\Delta$ is then the surface energy of the bare substrate less that constant. The positive sign of $\Delta$ means that covering the substrate lowers the surface energy.

**Assumptions.**

- (A1) Thickness is a continuous variable, except in Proposition 5.
- (A2) There is no intermixing, no dislocation and no configurational entropy.
- (A3) Surface energy depends on the local vertical thickness, but not on strain or orientation.
- (A4) Film and substrate are isotropic, linearly elastic, and have equal elastic constants.
- (A5) Islands have one fixed shape and do not interact elastically.

## Elastic energies

**Lemma 1.** The flat film stores the energy density

$$w=M\varepsilon^2,\qquad M=\frac{E}{1-\nu}, \tag{2}$$

where $E$ is Young's modulus and $\nu$ is Poisson's ratio.

*Proof.* The free surface makes the normal stress vanish. The two in-plane stresses are equal, so Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/E$, hence $\sigma=E\varepsilon/(1-\nu)$. Each in-plane direction contributes $\sigma\varepsilon/2$ to the energy density. The sum is $\sigma\varepsilon=E\varepsilon^2/(1-\nu)$. ∎

**Lemma 2.** An island of volume $V$ adds the elastic energy $(1-r)wV$, where $0<r<1$ depends on the island's shape and on $\nu$, but not on its size or on $h$.

*Proof.* Start from a reference state in which film and island both carry the uniform in-plane stress $\sigma$. This stress exerts no force on a horizontal plane, so it is balanced at the flat surface and at the interface. It is unbalanced on the inclined island faces alone. Releasing those faces produces a displacement $\mathbf u$, which solves a linear elastic problem for a half-space with an island on top. Since the elastic constants are equal, the position of the interface does not enter this problem, and neither does $h$.

Now enlarge the island by a factor $\lambda$. The displacement $\lambda\mathbf u(\mathbf x/\lambda)$ has the same strains and stresses at corresponding points, so it balances the same face loads. The energy released is an integral of an energy density over volume and grows as $\lambda^3$, in proportion to $V$. Write it as $rwV$. It is positive because the unbalanced loads do work. Both $w$ and the released energy are quadratic in $\varepsilon$, so $r$ does not depend on $\varepsilon$.

To see that $r<1$, take $h=0$. The total elastic energy is then $(1-r)wV$. It could vanish only if island and substrate were both free of elastic strain, which coherence with a misfit forbids. ∎

The value of $r$ is a model parameter in what follows.

## The wetting layer below large islands

**Lemma 3.** The chemical potential of the wetting layer is

$$\mu_{\rm film}(h)=w-\frac{\Delta}{\delta}e^{-h/\delta}, \tag{3}$$

and it increases with $h$.

*Proof.* Adding a thickness $dh$ to unit area adds the volume $dh$, so the potential is the derivative of the film energy $\gamma(h)+wh$. From (1), $\gamma'(h)=-q(h)/\delta$, which gives (3). A second derivative gives $\mu_{\rm film}'=q/\delta^2>0$. ∎

The second term in (3) is the attraction of the substrate for new material. The increase with $h$ means that a small transfer of material from one part of the film to another costs energy, so within this local energy the flat layer is stable by itself.

**Theorem 1.** Let material of volume $T$ per unit area be shared between a wetting layer and islands whose size tends to infinity. If

$$\Delta>\delta rw \tag{4}$$

and $T>h_\infty$, the energy has a single minimum, at

$$h_\infty=\delta\ln\frac{\Delta}{\delta rw}. \tag{5}$$

There the potentials of layer and islands are equal. If $\Delta\le\delta rw$, the minimum lies at $h=0$.

*Proof.* An island of height $H$ has a volume of order $H^3$, while its faces and base have areas of order $H^2$. At fixed total island volume, the covered fraction of the surface and the surface energy of the islands therefore both fall as $1/H$. In the limit, Lemma 2 leaves the energy per area

$$F(h)=\gamma(h)+wh+(1-r)w(T-h). \tag{6}$$

Its derivatives are

$$F'(h)=-\frac{\Delta}{\delta}e^{-h/\delta}+w-(1-r)w=rw-\frac{\Delta}{\delta}e^{-h/\delta},\qquad F''(h)=\frac{q(h)}{\delta^2}>0. \tag{7}$$

The large-island potential is $\mu_\infty=(1-r)w$, so $F'=\mu_{\rm film}-\mu_\infty$, and $F'=0$ is the equality of potentials. It reads

$$e^{-h/\delta}=\frac{\delta rw}{\Delta}.$$

Taking logarithms and multiplying by $-\delta$ gives (5). The result is positive under (4), and convexity makes it the one minimum. If $\Delta\le\delta rw$, then $F'(0)\ge0$; since $F'$ increases, $F$ rises for all $h>0$. ∎

**Remark 1 (what is balanced).** The full misfit energy $w$ appears on both sides and cancels except for the relaxed part $rw$. The layer stops thickening when the substrate's attraction $q/\delta$ has fallen to the elastic energy that material gains by moving to an island. The logarithm inverts the exponential in (1); another decay law would give another function.

**Remark 2 (limits).** As $r\to0$ the thickness (5) diverges. At $r=0$, $F'$ is negative at every finite $h$, so all the material stays in the film: strain without relaxation does not favour islands. If $T<h_\infty$, the supply is too small and, in the limit of infinite island size, all the material again stays in the film. Islands of finite size can still form slightly below $h_\infty$ when their faces cost less than the film surface they replace (the reversed case of Remark 4). If condition (4) fails, the islands stand on bare substrate.

**Corollary 1.** With (2), and with the other parameters fixed,

$$h_\infty=\delta\ln\frac{\Delta}{\delta rM}-2\delta\ln|\varepsilon|. \tag{8}$$

Doubling the misfit thins the layer by $2\delta\ln2$, as long as the thickness stays positive. The layer vanishes at $\varepsilon_c=\sqrt{\Delta/(\delta rM)}$.

*Proof.* Insert $w=M\varepsilon^2$ in (5) and split the logarithm. Setting $\delta rM\varepsilon_c^2=\Delta$ gives the last statement. ∎

**Remark 3 (decay length).** The factor $\delta$ in front of the logarithm also stands inside it. Differentiation gives $\partial h_\infty/\partial\delta=\ln[\Delta/(\delta rw)]-1$. A longer decay length thickens the layer while $\delta<\Delta/(\mathrm e\,rw)$, with $\mathrm e$ the base of natural logarithms, and thins it beyond, because at fixed $\Delta$ the initial attraction $\Delta/\delta$ becomes weaker.

**Example.** Take round parameters: $E=105$ GPa, $\nu=0.3$, $\varepsilon=0.04$, $\gamma_f=1.0$ J/m², $\Delta=0.5$ J/m², $\delta=0.3$ nm and $r=0.5$. Then $M=105/0.7=150$ GPa, $w=150\times0.04^2=0.24$ GPa and $rw=0.12$ GPa. The initial attraction is $\Delta/\delta=1.667$ GPa, so

$$h_\infty=0.3\ \mathrm{nm}\times\ln\frac{1.667}{0.12}=0.3\ \mathrm{nm}\times\ln 13.89=0.79\ \mathrm{nm}.$$

Both potentials equal 0.12 GPa there. Direct minimisation of (6) gives the same thickness. At half the misfit it gives 1.21 nm, larger by $2\delta\ln2=0.42$ nm. The vanishing misfit is $\varepsilon_c=0.149$, a formal limit: linear elasticity should not be trusted at such a strain.

## Islands of finite size

Let the island be a square pyramid of height $H$ whose faces have slope $t$. Its base has half-width $H/t$, so

$$A_b=\frac{4H^2}{t^2},\qquad V=\frac{4H^3}{3t^2},\qquad s=\sqrt{1+t^2}, \tag{9}$$

where $A_b$ is the base area and $s$ the ratio of face area to base area.

**Theorem 2.** A pyramid in equilibrium with a large surrounding film satisfies

$$h(H)=\delta\ln\frac{\Delta K}{\delta\,[\,rw-2\gamma_f(s-1)/H\,]},\qquad K=1-\frac{2\delta}{H}+\frac{2s\delta^2}{H^2}\left(1-e^{-H/\delta}\right), \tag{10}$$

provided that the bracket and the resulting $h$ are positive.

*Proof.* The island adds its elastic energy and its faces, and removes the film surface that it covers:

$$\mathcal E(H,h)=(1-r)wV+s\int_{\rm base}\gamma(h+z)\,dA-\gamma(h)A_b. \tag{11}$$

At height $z$ the cross-section has area $4(H-z)^2/t^2$. The projected face area between $z$ and $z+dz$ is therefore $8(H-z)\,dz/t^2$. The constant part of $\gamma$ integrates to $\gamma_fA_b$. For the decaying part, integration by parts gives

$$\int_0^H(H-z)e^{-z/\delta}dz=\delta H-\delta\int_0^He^{-z/\delta}dz=\delta H-\delta^2\left(1-e^{-H/\delta}\right).$$

With $q=q(h)$ this yields

$$\mathcal E=(1-r)wV+A_b[(s-1)\gamma_f-q]+\frac{8sq}{t^2}\left[\delta H-\delta^2\left(1-e^{-H/\delta}\right)\right]. \tag{12}$$

The island potential is $\partial\mathcal E/\partial V$ at fixed $h$. We have $dV/dH=4H^2/t^2$ and $dA_b/dH=8H/t^2$, and the last bracket has the derivative $\delta(1-e^{-H/\delta})$. Dividing by $dV/dH$,

$$\mu_{\rm isl}=(1-r)w+\frac2H[(s-1)\gamma_f-q]+\frac{2sq\delta}{H^2}\left(1-e^{-H/\delta}\right). \tag{13}$$

Subtract (3) and collect the terms in $q$:

$$\mu_{\rm isl}-\mu_{\rm film}=\frac q\delta K-rw+\frac{2\gamma_f(s-1)}H. \tag{14}$$

Setting this to zero gives a linear equation for $q$, and inserting $q=\Delta e^{-h/\delta}$ gives (10).

The logarithm needs $K>0$. With $u=H/\delta$ and $s\ge1$,

$$K\ge\frac2{u^2}\left(1-u+\frac{u^2}2-e^{-u}\right)>0,$$

since Taylor's theorem gives $e^{-u}=1-u+u^2/2-(u^3/6)e^{-\xi}$ with $0<\xi<u$. ∎

**Corollary 2.** For large $H$,

$$h(H)-h_\infty=\frac{2\delta}{H}\left[\frac{\gamma_f(s-1)}{rw}-\delta\right]+O(H^{-2}). \tag{15}$$

*Proof.* Subtracting (5) from (10) leaves $\delta\ln K-\delta\ln[1-2\gamma_f(s-1)/(rwH)]$. To first order in $1/H$, $\ln K=-2\delta/H$, and the second logarithm is minus its small term. ∎

**Remark 4 (sign and coarsening).** Since $q(h_\infty)=\delta rw$, the bracket in (15) is positive when $s\gamma_f>\gamma(h_\infty)$, that is, when the faces cost more than the film surface they replace. By (13), to leading order in $1/H$, the island potential near $h_\infty$ then falls with size. Material passes from smaller to larger islands. For an island on an unlimited film, $h(H)$ approaches $h_\infty$ from above. At fixed supply $T$, the coverage shift of Proposition 4 is of the same order $1/H$ and of opposite sign; it prevails, and $h$ approaches from below, when $T-h_\infty>\tfrac23[\gamma_f(s-1)/(rw)-\delta]$, that is, for $T>1.25$ nm with the slope of the example below. If the inequality is reversed, large islands have a potential that rises with size, and this drive to coarsen is absent.

**Example.** Take $t=0.5$, so $s=1.118$. The faces cost 1.118 J/m² of base, against $\gamma(h_\infty)=1.036$ J/m², so the shift is positive. For $H=20$ nm,

$$K=1-0.0300+0.0005=0.9705,\qquad rw-\frac{2\times0.118}{20}=0.1082\ \mathrm{GPa},$$

$$h=0.3\ \mathrm{nm}\times\ln\frac{1.667\times0.9705}{0.1082}=0.81\ \mathrm{nm}.$$

Heights of 5 nm and 100 nm give 0.90 nm and 0.79 nm. At 200 nm the shift found from numerically differentiated surface integrals is 0.00207 nm, against 0.00205 nm from (15). This comparison tests the expansion; a real layer is not defined so finely. With $r$ held fixed, the sign changes at $t=0.27$. In a real system $r$ changes with slope as well.

## Nucleation on a thicker film

**Proposition 3.** Let $(s-1)\gamma_f>\delta rw$ and let the film be held at $h>h_\infty$. Then equality of potentials occurs at one height $H_c$, and the formation energy of the island has its maximum there.

*Proof.* The formation energy is $G=\mathcal E-\mu_{\rm film}V$, since the island's material is taken from the film. Its derivative $dG/dV$ is $\mu_{\rm isl}-\mu_{\rm film}$. For $h>h_\infty$ we have $q<\delta rw<(s-1)\gamma_f$, so the second term of (13) is positive and falls with $H$. The third term also falls, because it is proportional to $(1-e^{-u})/u$ times $1/u$, both decreasing. Hence $dG/dV$ decreases steadily. It tends to $+\infty$ as $H\to0$ and to $q/\delta-rw<0$ as $H\to\infty$. It passes through zero once, from positive to negative. ∎

The same equality thus has two meanings. Theorem 1 describes the final division of material, whereas a small island on a film held at fixed thickness is a critical nucleus: a smaller one shrinks and a larger one grows. As far as islands of this shape are concerned, the film can pass $h_\infty$ and remain flat for a time.

For a fixed shape, the barrier does not vanish on a very thick film. For $q\to0$, (14) gives $H_c=2\gamma_f(s-1)/(rw)$. Then $rwV=rwA_bH_c/3=\tfrac23(s-1)\gamma_fA_b$, and

$$G_c\to\tfrac13(s-1)\gamma_fA_b=\frac{16(s-1)^3\gamma_f^3}{3t^2r^2w^2}. \tag{16}$$

**Example.** At $h=1.0$ nm the film potential is 0.1805 GPa, so each unit of volume gains $0.1805-0.12=0.0605$ GPa in a large island. The critical pyramid is 3.37 nm high and has a volume of 204 nm³. Its base area is $3V/H=182$ nm², and $q=0.5\,e^{-1.0/0.3}=0.0178$ J/m². The three parts of $G$, in J/m² times nm², are

$$182\times(0.118-0.0178)\approx18.2,\qquad +0.6,\qquad -0.0605\times204\approx-12.3.$$

The middle number is the last term of (12). Before rounding, the parts add up to about 6.4, that is, $6.4\times10^{-18}$ J, or 40 eV. Thermal energies at growth temperatures are of the order of 0.1 eV, so this path is closed at 1.0 nm for these parameters. A thicker film does not open it either: the limit (16) is $2.4\times10^{-18}$ J, or 15 eV. These barriers belong to the fixed slope only. For small slopes the unbalanced face load is proportional to $t$, so at fixed base the released energy grows as $t^2$, the volume as $t$, and $r\propto t$. With $s-1\approx t^2/2$, the limit (16) then falls as $t^2$, and shallow shapes offer a thick film an easier path. In the extreme case of a weak ripple $a\cos kx$, half-space elasticity and (1) give an energy change per area of $(a^2/4)\,[\gamma k^2+\gamma''-2(1+\nu)wk]$. This is negative for some $k$ once $\gamma\gamma''<(1+\nu)^2w^2$, which here means $h>1.22$ nm at a wavelength near 20 nm. Beyond that thickness the flat film roughens without a barrier.

## A finite cell

**Proposition 4.** Let one pyramid share a cell of area $S$ with its film, at fixed supply $T>h_\infty>0$. For large $S$ there is an energy minimum with a large island. Compared with (10) at the same $H$, the film is thinner by $\delta\varphi$ to first order in the covered fraction $\varphi=A_b/S$.

*Proof.* The energy is $S[\gamma(h)+wh]+\mathcal E(H,h)$ with $Sh+V=ST$, so $dh=-dV/S$. The material below the level of the surrounding film counts as film. Stationarity requires

$$\mu_{\rm isl}-\mu_{\rm film}-\frac1S\frac{\partial\mathcal E}{\partial h}=0.$$

From (12) and $dq/dh=-q/\delta$, $\partial\mathcal E/\partial h=(q/\delta)A_b[1+O(\delta/H)]$. With (14), $K$ is replaced by $K-\varphi$ to first order. As $K\to1$, the thickness changes by $\delta\ln(1-\varphi)\approx-\delta\varphi$.

A solution exists for large $S$: at any fixed $h<T$, growing $S$ makes $H\to\infty$ and $\varphi\to0$, so the left side of the stationarity condition tends to $q(h)/\delta-rw$. This limit changes sign at $h_\infty<T$, so for large $S$ the left side vanishes at some $h$ near $h_\infty$.

For the second derivative with respect to $V$, the film contributes $\mu_{\rm film}'/S=q/(\delta^2S)$ to leading order. Since $S=V/(T-h)$, this is positive and of order $H^{-3}$. The size dependence of $\mu_{\rm isl}$ contributes a term of order $H^{-2}/H^2=H^{-4}$. The film term prevails for large islands, so the stationary point is a minimum. ∎

Depletion of the film thus stabilises the large island: as the island grows, the film thins and holds its remaining material more strongly.

**Example.** For $T=1.2$ nm and $S=10^6$ nm², minimisation gives $H=42.5$ nm, $\varphi=0.029$ and $h=0.7905$ nm. This is 0.0088 nm below (10), and $\delta\varphi=0.0087$ nm. For $S=10^9$ nm² the difference is 0.0009 nm, with $\varphi=0.0029$.

Already in the smaller cell, $h$ lies close to $h_\infty$. The reason is a partial cancellation. By (9), $\varphi=3(T-h)/H$, so the coverage shift and the positive shift (15) both fall as $1/H$, with opposite signs. For this supply they happen to be nearly equal.

## Whole atomic layers

**Proposition 5.** If the film consists of $N$ whole layers of height $d$, and the supply suffices for the count found here, $T\ge Nd$, its equilibrium count below large islands is the smallest integer $N\ge0$ with

$$N\ge\frac\delta d\ln\frac{\Delta(1-e^{-d/\delta})}{rwd}. \tag{17}$$

*Proof.* Insert $h=Nd$ in (6). One more layer changes the energy by

$$F_{N+1}-F_N=-\Delta e^{-Nd/\delta}\left(1-e^{-d/\delta}\right)+rwd.$$

This difference increases with $N$. The energy falls while it is negative, and the minimum is reached at the first $N$ for which it is not. Solving that inequality for $N$ gives (17). In case of equality, $N$ and $N+1$ have the same energy. ∎

As $d\to0$, $(1-e^{-d/\delta})/d\to1/\delta$, and $d$ times the bound tends to (5). For $d=0.25$ nm the bound is 2.69, so three layers are stable, with a thickness of 0.75 nm against 0.79 nm from (5). Because the count is an integer, it changes in steps as the misfit varies, and the logarithmic law describes the trend through these steps.

**Remark 5 (range of validity).** Here $\delta$ is close to one layer height, so the continuous thickness is a guide to the integer count and its further decimals have no atomic meaning. Intermixing would change both $w$ and $q$ with composition; dislocations would relax strain without the island shape; strain-dependent surface energy would add surface terms to (12). Each lies outside (A1)–(A5). The numerical output lists the parameters and the main results of the examples.

## Calculated quantities

```
Young modulus: 105.0 GPa; Poisson ratio: 0.30
Biaxial modulus M: 150.0 GPa; misfit: 0.040
Thick-film surface energy gamma_f: 1.000 J/m^2
Surface-energy excess Delta: 0.500 J/m^2
Decay length delta: 0.300 nm; relaxed fraction r: 0.50
Misfit energy density w: 0.2400 GPa
Relaxed energy density r*w: 0.1200 GPa
Delta/delta: 1.6667 GPa
Argument of logarithm: 13.8889
Equilibrium thickness h_inf, formula: 0.7893 nm
Equilibrium thickness, minimisation: 0.7893 nm
Film potential at h_inf: 0.1200 GPa
Large-island potential: 0.1200 GPa
Surface energy at h_inf: 1.0360 J/m^2
Thickness at half misfit (0.020): 1.2052 nm
Thinning on doubling misfit: 0.4159 nm
Formal misfit where layer vanishes: 0.1491
Pyramid slope t: 0.500; area factor s: 1.11803
Film thickness for island height 5 nm: 0.9037 nm
Film thickness for island height 20 nm: 0.8114 nm
Film thickness for island height 100 nm: 0.7935 nm
Shift at island height 200 nm, numerical: 0.002066 nm
Shift at island height 200 nm, expansion: 0.002051 nm
Slope where size correction changes sign: 0.2707
Metastable film thickness: 1.000 nm
Its film potential: 0.1805 GPa
Critical island height: 3.369 nm
Critical island volume: 203.9 nm^3
Nucleation barrier: 40.17 eV
Closed-cell supply thickness: 1.200 nm
Cell area 1e+06 nm^2: island height 42.50 nm
  film thickness 0.79053 nm; coverage 0.02890
  difference from dilute formula -0.008783 nm
Cell area 1e+09 nm^2: island height 425.40 nm
  film thickness 0.78942 nm; coverage 0.00290
  difference from dilute formula -0.000870 nm
Layer height d: 0.250 nm
Whole-layer bound: 2.6918 layers
Equilibrium whole-layer count: 3 layers
```
